# Monolayer coverage by circular islands at constant nucleation rate and speed

**When to stop the growth**

A growth recipe needs a stopping time. Suppose that the nucleation rate and the speed of the island edges are known and that the film should cover 99 % of the substrate. The simplest calculation lets islands nucleate at the same rate over the whole substrate, covered or not, adds their areas as if each grew alone, and stops when the sum equals the substrate area. For the graphene example below, this gives 7.8 min. At that moment the model leaves 37 % of the surface bare, because discs that are added separately overlap. With the overlaps counted, 99 % coverage takes 13.0 min. The choice between the two times rests on the formula derived here.

**Model and statement**

A uniform, unbounded, flat substrate is bare at $t=0$. On bare surface, nuclei form at random at a constant rate $J$ per unit *bare* area and unit time, whatever happened before and elsewhere. Each nucleus starts with negligible radius, and its free edge advances at constant speed $v$. Where two islands meet, both stop. No second layer forms. The mean covered fraction is then

$$\theta(t)=1-e^{-X(t)},\qquad X(t)=\frac{\pi J v^2t^3}{3}. \tag{1}$$

The mean is over repetitions of the random process. Since the substrate is uniform, it equals the probability that any chosen point is covered.

**Islands that meet still cover the union of full discs**

Let island $i$ nucleate at position $\mathbf x_i$ and time $s_i$. If nothing blocked it, it would reach a point $\mathbf x$ at the time

$$T_i(\mathbf x)=s_i+\frac{|\mathbf x-\mathbf x_i|}{v}. \tag{2}$$

Let $i$ be the island with the smallest $T_i(\mathbf x)$. It could fail to arrive on time if another island $j$ had blocked the straight path from $\mathbf x_i$ to $\mathbf x$. Suppose that $j$ is earlier at some point $\mathbf z$ of this path, $T_j(\mathbf z)<T_i(\mathbf z)$. By the triangle inequality,

$$T_j(\mathbf x)\le T_j(\mathbf z)+\frac{|\mathbf x-\mathbf z|}{v}<T_i(\mathbf z)+\frac{|\mathbf x-\mathbf z|}{v}=T_i(\mathbf x). \tag{3}$$

The last equality holds because $\mathbf z$ lies on the straight segment. But (3) says that $j$ is earlier at $\mathbf x$ too, which contradicts the choice of $i$. The path is therefore free, and $\mathbf x$ is covered at $T_i(\mathbf x)$. It cannot be covered sooner, since no path from a nucleus is shorter than the straight one. The covered region at time $t$ is thus the union of discs of radius $v(t-s_i)$, as though the islands had grown through each other.

**Phantom nuclei**

The real nuclei are awkward to count, because where they may form depends on the islands already present. Consider instead random events at rate $J$ per area and time over the *whole* plane, independent of one another (a Poisson process). Some fall on covered ground; call these phantoms. The bare region at time $s$ is fixed by events before $s$, and new events are independent of those. Events on bare ground therefore occur at rate $J$ per bare area, which is the real nucleation law. Deleting the phantoms recovers the physical process.

Keeping them does not alter the covered region. Let phantom $p$ fall at time $s_p$ on ground already covered by real island $i$, so that $T_i(\mathbf x_p)\le s_p$. For every point $\mathbf x$,

$$T_i(\mathbf x)\le T_i(\mathbf x_p)+\frac{|\mathbf x-\mathbf x_p|}{v}\le s_p+\frac{|\mathbf x-\mathbf x_p|}{v}=T_p(\mathbf x). \tag{4}$$

The phantom disc never gets ahead of its host. This needs the phantom's edge to be no faster than its host's; a faster phantom could break out. That happens, for example, if the speed of every island falls with its own age, so that young islands outrun old ones.

**The probability that a point is still bare**

A point $\mathbf x$ is bare at time $t$ if no event, real or phantom, has $T_i(\mathbf x)\le t$. By (2), an event at time $s$ covers $\mathbf x$ by time $t$ if it lies within the distance $v(t-s)$. The dangerous events fill a cone in space and time, with its tip at $(\mathbf x,t)$ and its base, of radius $vt$, at $s=0$. The mean number of events in it is

$$X=J\int_0^t\pi v^2(t-s)^2\,ds=\pi Jv^2\int_0^t u^2\,du=\frac{\pi Jv^2t^3}{3}, \tag{5}$$

with $u=t-s$. The factor $1/3$ arises because later nuclei have had less time to grow.

Divide the cone into small cells of area $\Delta A$ and duration $\Delta s$. Each is empty with probability $1-J\,\Delta A\,\Delta s$, up to terms of higher order, and the cells are independent. The probability that all are empty is a product, whose logarithm is

$$\ln P_0=\sum_{\rm cells}\ln(1-J\,\Delta A\,\Delta s)\;\longrightarrow\;-\int_{\rm cone}J\,dA\,ds=-X, \tag{6}$$

because $\ln(1-\epsilon)=-\epsilon+O(\epsilon^2)$ and the sum of the quadratic terms vanishes as the cells shrink. Hence $P_0=e^{-X}$, and $\theta=1-P_0$ is (1).

**The same result by counting overlaps**

$X$ is also the total area of all discs, phantoms included, per unit substrate area. It counts doubly covered ground twice. To correct this, let $n$ be the number of discs over a given point. The binomial theorem gives, for $n\ge1$,

$$0=(1-1)^n=1-\binom n1+\binom n2-\binom n3+\dots \tag{7}$$

so the sum $\binom n1-\binom n2+\binom n3-\dots$ equals 1 on covered ground. On bare ground, $n=0$, it equals 0. Its mean is therefore $\theta$.

The mean of $\binom nk$ is the mean number of sets of $k$ different events in the cone. Since events are independent, integrating each of $k$ events over the cone gives $X^k$. This counts every set $k!$ times, once for each ordering, so

$$\left\langle\binom nk\right\rangle=\frac{X^k}{k!},\qquad \theta=X-\frac{X^2}{2!}+\frac{X^3}{3!}-\dots=1-e^{-X}. \tag{8}$$

Averaging term by term is allowed because the absolute values sum to a finite mean, $e^X-1$.

The pair term has a direct geometrical meaning. Let two discs of radii $r_1$ and $r_2$ have centres separated by $\mathbf a$, and let $A(\mathbf a)$ be the area of their lens-shaped overlap. A point $\mathbf y$, measured from the first centre, is in the lens if $|\mathbf y|<r_1$ and $|\mathbf y-\mathbf a|<r_2$. Integrating over $\mathbf a$ first, at fixed $\mathbf y$, gives

$$\int A(\mathbf a)\,d^2a=\int_{|\mathbf y|<r_1}d^2y\int_{|\mathbf y-\mathbf a|<r_2}d^2a=\pi r_1^2\,\pi r_2^2. \tag{9}$$

For radii of 3 and 7 µm, numerical integration of the lens area gives 4352.5 µm⁴, equal to the product of the disc areas. This is why the pair overlap depends on the product of areas and no lens formula survives in (8).

**Rates, times and the number of grains**

Differentiating (1) gives

$$\frac{d\theta}{dt}=e^{-X}\frac{dX}{dt}=(1-\theta)\,\pi Jv^2t^2. \tag{10}$$

Of the area that freely growing discs, phantoms included, would add, the fraction $1-\theta$ falls on bare ground. At early times $X\ll1$ and $\theta\simeq X$, growing as $t^3$. The first correction is $-X^2/2$, so using $X$ for the coverage overestimates it by a relative amount of about $X/2$.

Define the time at which $X=1$,

$$t_c=\left(\frac{3}{\pi Jv^2}\right)^{1/3},\qquad X=\left(\frac t{t_c}\right)^3. \tag{11}$$

Solving $1-\theta=e^{-(t/t_c)^3}$ for the time gives

$$t_\theta=t_c\,[-\ln(1-\theta)]^{1/3}. \tag{12}$$

The mean coverage approaches 1 but does not reach it at any finite time. A finite piece does close completely, but at a random time, so a recipe needs a stated tolerance for bare area.

Real nuclei form at rate $J(1-\theta)$ per total area. Their final density is, with $w=(t/t_c)^3$ and $dt=\tfrac13t_c\,w^{-2/3}dw$,

$$N=J\int_0^\infty e^{-(t/t_c)^3}dt=\frac{Jt_c}{3}\int_0^\infty w^{-2/3}e^{-w}dw=\frac{Jt_c}{3}\,\Gamma\!\left(\tfrac13\right)=Jt_c\,\Gamma\!\left(\tfrac43\right). \tag{13}$$

Phantoms are excluded here: they do not affect coverage, but they are not grains. From (11), $t_c\propto J^{-1/3}v^{-2/3}$, and hence $N\propto(J/v)^{2/3}$. Within this model and at fixed $v$, reducing $J$ eightfold doubles the growth time and makes the mean grain area $1/N$ four times larger.

**A second case: all nuclei present at the start**

If nuclei of density $N_0$ are scattered at random at $t=0$ and no more form, the cone is replaced by its base. The mean number of nuclei within $vt$ of a point is $N_0\pi v^2t^2$, and the argument of (6) gives

$$\theta=1-e^{-\pi N_0v^2t^2}. \tag{14}$$

A plot of $\ln[-\ln(1-\theta)]$ against $\ln t$ has slope 2 here and slope 3 for (1). The slope separates these two cases if $v$ is known to be constant and $t$ is counted from the start of nucleation; a changing speed or a delay also alters it. With $N_0=3.49\times10^{-3}$ µm⁻² and $v=2$ µm/min, nuclei that all appear 2 min after the clock starts give a slope of 3.2 between 10 % and 90 % coverage. Nucleation that stops part-way gives a slope between 2 and 3 even at constant $v$: about 2.3 between 10 % and 90 % coverage if, in the example below, it stops after 2 min.

**Worked example: graphene on copper**

Take $J=5\times10^{-4}$ µm⁻² min⁻¹ and $v=2$ µm/min, assumed values, not measurements, meant to illustrate chemical vapour deposition on copper foil near 1300 K. At 8 min,

$$X=\frac{\pi(5\times10^{-4})(2)^2(8)^3}{3}=1.072,\qquad \theta=1-e^{-1.072}=0.658. \tag{15}$$

The disc areas, phantoms included, sum to more than the whole substrate (1.02 of it without the phantoms), yet a third of it is bare. The pair and triple terms in (8) are 0.575 and 0.206. The partial sums are 1.072, 0.497 and 0.703, which fall alternately above and below 0.658. Stopping at pairs would be a poor approximation here. At 4 min, by contrast, $X=0.134$ and $\theta=0.125$, so $X$ alone is 7 % too high relative to $\theta$.

Equation (11) gives $t_c=7.82$ min. From (12), half coverage takes $7.82\,(\ln2)^{1/3}=6.92$ min and 99 % takes $7.82\,(\ln100)^{1/3}=13.0$ min. The final density is $N=(5\times10^{-4})(7.82)(0.893)=3.49\times10^{-3}$ µm⁻², or $3.49\times10^5$ cm⁻². The mean grain area, counting each island as one grain, is 287 µm², that of a square with sides of 17 µm. The areas spread widely: in simulation their standard deviation is 0.85 of the mean, the median is about 230 µm², and the grain under a randomly chosen point averages about 490 µm².

These results were tested by simulating nucleation on bare ground in 100 squares, each 200 µm wide with periodic edges. The coverage was $0.656\pm0.004$ at 8 min and $0.9735\pm0.0013$ at 12 min, where (1) gives 0.9732; the uncertainties are standard errors. The density was $(3.49\pm0.02)\times10^{-3}$ µm⁻². Adding the phantoms changed no arrival time at the sampled points, as (4) requires.

A single field of view scatters about the mean. Between the simulated squares, the standard deviation of the coverage at 8 min was 0.042. Points further apart than $2vt=32$ µm have separate cones and are independent, so for much larger fields the scatter falls as the inverse of the width. Integrating the correlation between pairs of points gives a scatter of about 0.009 for a field 1 mm wide.

**What the model neglects**

*Carbon supply.* Copper helps to decompose the carbon-bearing gas, and graphene covers the copper. As a simple assumed law, suppose that only bare copper supplies carbon and that the speed of every edge is proportional to the total supply. The speed is then proportional to the bare fraction; $J$ per bare area is held fixed. All edges then share one speed history. Let $R(t)$ be the radius of an island born at $t=0$; one born at $s$ has radius $R(t)-R(s)$. Replacing time by $R$ in (2)–(4) leaves those arguments intact, and (5) becomes

$$X=\pi M_2,\qquad M_k=J\int_0^t[R(t)-R(s)]^k\,ds. \tag{16}$$

The integrand vanishes at $s=t$ for $k\ge1$, so differentiation acts on $R(t)$ alone:

$$\frac{dR}{dt}=v\,e^{-\pi M_2},\qquad \frac{dM_1}{dt}=Jt\,\frac{dR}{dt},\qquad \frac{dM_2}{dt}=2M_1\frac{dR}{dt}. \tag{17}$$

Numerical solution gives a coverage of 0.716 at 12 min, instead of 0.973; a simulation with this speed history gives $0.714\pm0.004$. Reaching 99 % takes 86 min instead of 13 min, since the edges have by then slowed to a hundredth of $v$. This law is not a carbon balance: the uptake per bare area, $(d\theta/dt)/(1-\theta)$, falls from 0.16 min⁻¹ at 8 min to 0.02 min⁻¹ at 80 min. Nor is 86 min an upper limit. If $J$ also falls in proportion to the bare fraction, (1) holds in the slowed time $\tau$ with $d\tau=(1-\theta)\,dt$, and 99 % is reached at $t=\int_0^{13.0}e^{X(\tau)}d\tau=120$ min.

*Depleted rims.* Islands consume carbon nearby, which suppresses nucleation around them. With an assumed nucleation-free rim of width $g=5$ µm, the simulated island density falls by about a third, to $2.36\times10^{-3}$ µm⁻². The coverage at 8 min hardly moves, to $0.645\pm0.004$, and the 99 % time goes from 13.0 to 13.1 min. A limit on the delay follows from the geometry: a suppressed nucleus lies within $g$ of an existing edge. That edge reaches any point at most $g/v=2.5$ min after the missing island would have done, so no point is delayed by more than this. This is only an upper bound, and the simulated shift of the 99 % time is far smaller. For this rim width, grain density is much more sensitive to the rim than coverage is. Wider rims matter more for the stopping time: with $g=10$ and 15 µm the simulated bare fraction at 13 min rises from about 0.01 to 0.02 and 0.05, and the 99 % time to 13.7 and 14.9 min.

*Shape.* A hexagon whose edges lie at distance $r$ from its centre consists of six triangles of height $r$ and base $2r/\sqrt3$, with total area $2\sqrt3\,r^2$. If all hexagons are aligned, the distance measured by their shape still obeys the triangle inequality, and $\pi$ in (1) becomes $2\sqrt3$. With the edge speed held at $v$, $X$ rises by 10 % and the 99 % time falls to 12.6 min. For hexagons with different orientations the argument fails: the corners move faster than the edges, so the corner of a phantom can break out of its host.

*Temperature and starting size.* With an assumed activation energy of 2.5 eV for the speed, and $J$ held fixed, a foil 10 K hotter has edges 19 % faster and reaches 99 % in 11.6 min. Even the sign of this shift depends on $J$: by (11) the time scales as $(Jv^2)^{-1/3}$, so if the same heating lowers $J$ by more than 29 %, the hotter foil takes longer than 13.0 min. A starting radius of 1 nm changes $X$ at 8 min by a relative $2\times10^{-4}$, which is negligible.

*Uneven nucleation.* On real foil nuclei may gather on some lines or grains. The exponent at a point is then the local rate integrated over its cone, and the bare fraction is the average of $e^{-X}$ over points. At the same mean $J$ and constant $v$, large patches with rates $0.2J$ and $1.8J$, each on half the area, leave $\tfrac12e^{-0.2X}+\tfrac12e^{-1.8X}$ bare and reach 99 % in 21 min. Active stripes covering a fifth of the area give 13.0, 15.0 and 23.8 min for periods of 20, 50 and 100 µm.

*Foil edges.* A point on a straight edge of the foil has half a cone, so its exponent is $X/2$. It reaches a 99 % probability of being covered after $2^{1/3}\times13.0=16.4$ min.

Real nucleation rates and edge speeds on copper vary widely with gas composition, pressure and surface preparation, and real islands may be hexagonal or lobed. The example is one plausible setting, not a prediction for a given reactor. Of the effects sized above, taken one at a time, failing carbon supply moves the 99 % time most, by a factor of 6.6 under the assumed law with $J$ fixed, and by 9.3 if $J$ falls with the supply as well. The 13 min should therefore be used as a stopping time only if the edge speed has been found to stay constant up to high coverage and nucleation to continue at the rate $J$, spread evenly over the foil. If nucleation ends at a time $t_0$, the integral in (5) stops at $t_0$ and $X=\pi Jv^2[t^3-(t-t_0)^3]/3$; for $t_0=2$ min, 99 % takes 20 min at the same constant speed, and for $t_0=0.1$ min it takes 86 min. The effects also compound: with the failing supply of (17), where $Jt$ is then replaced by $J\min(t,t_0)$, and $t_0=2$ min, it takes about 245 min. The simulated values and most of the computed ones are in the numerical output below.

## Table of computed values

```
nucleation rate J = 5.0e-04 /um^2/min
edge speed v = 2.0 um/min
characteristic time t_c = 7.816 min
t = 4 min: X = 0.1340, coverage formula = 0.1254
   simulated coverage = 0.1240 +/- 0.0016
t = 8 min: X = 1.0723, coverage formula = 0.6578
   simulated coverage = 0.6562 +/- 0.0042
t = 12 min: X = 3.6191, coverage formula = 0.9732
   simulated coverage = 0.9735 +/- 0.0013
single term at 8 min: formula 1.0723, simulated 1.0752 +/- 0.0098
pair term at 8 min: formula 0.5749, simulated 0.5834 +/- 0.0125
triple term at 8 min: formula 0.2055, simulated 0.2134 +/- 0.0107
sum of first two terms = 0.4974
sum of first three terms = 0.7029
lens test radii = 3 and 7 um
lens integral = 4352.496 um^4, product of areas = 4352.496 um^4
largest phantom lead = 0.0e+00 min
largest blocking error = 1.1e-14 min
time to 50 % = 6.92 min
time to 99 % = 13.00 min
final island density = 3.490e-03 /um^2
   the same = 3.490e+05 /cm^2
   simulated = 3.491e-03 +/- 2.0e-05 /um^2
mean grain area = 286.6 um^2
square root of grain area = 16.9 um
-- neglected effects --
starved growth: coverage at 8 min = 0.4781
starved growth: coverage at 12 min = 0.7159
   simulated = 0.7140 +/- 0.0039
starved growth: time to 99 % = 86.1 min
rim width without nucleation = 5 um
rim: coverage at 8 min = 0.6448 +/- 0.0043
rim: island density = 2.360e-03 /um^2
simulated time to 99 %: no rim 13.0 min, with rim 13.1 min
hexagons: exponent factor = 1.1027
hexagons: coverage at 8 min = 0.6935, simulated 0.6918 +/- 0.0042
hexagons: time to 99 % = 12.59 min
temperature = 1300 K, error = 10 K, activation energy = 2.5 eV
hotter: speed ratio = 1.186, time to 99 % = 11.61 min
starting radius 1 nm: relative change of X at 8 min = 1.9e-04
scatter of coverage at 8 min, 200 um field = 0.042
```
